# How a zone-centre surface state loses its atomic corrugation in vacuum, part 1

(Sections cited here and not found follow in the second part.)

## 1. From a rippled line to a surface lattice

### The situation

A metal tip hangs a few tenths of a nanometre above a close-packed metal surface. The bias is chosen so that electrons of a surface state take part in the tunnelling. The state lies at the centre of the surface Brillouin zone, so its wave has the same phase in every unit cell. It is nevertheless not uniform along the surface, because inside the metal the electron feels the atoms. The question is how much of this atomic pattern is left at the height of the tip.

Let the tunnelling signal be proportional to the electron density $|\psi|^2$ of the state at one point, the centre of the tip. This is derived for a spherical tip wave in the second half. The total signal falls with height because the wave is evanescent. The pattern is a separate matter: what counts is the modulated part of the density divided by its lateral mean. If both parts fell at the same rate, the relative pattern would survive at any height.

Let $z$ be the height and $\mathbf r$ the position along the surface. The potential energy is taken as constant for $z>0$, and this constant, the vacuum level, is the zero of energy. The state has energy $E<0$. Its vacuum decay constant is

$$\kappa=\frac{\sqrt{-2mE}}{\hbar}. \tag{1}$$

This is the decay constant of the amplitude of a laterally uniform wave; the corresponding density falls as $e^{-2\kappa z}$. The electron is treated in a mean-field potential, without spin–orbit coupling or a magnetic field. Lengths are in nm and energies in eV.

### The simplest ripple

Suppose first that the surface is periodic along one direction $x$ with period $a$, uniform along the other, and symmetric under $x\to-x$. Put $G=2\pi/a$. An even zone-centre state with its first ripple reads

$$\psi(x,z)=c_0(z)+2c_1(z)\cos Gx, \tag{2}$$

with real $c_0$ and $c_1$. The factor 2 makes $c_1$ the coefficient of each of the two waves $e^{\pm iGx}$. Higher waves are added below.

For $z>0$ the Schrödinger equation is

$$-\frac{\hbar^2}{2m}\left(\frac{\partial^2}{\partial x^2}+\frac{\partial^2}{\partial z^2}\right)\psi=E\psi .$$

Multiply by $-2m/\hbar^2$ and use $-2mE/\hbar^2=\kappa^2$. The right-hand side becomes $\kappa^2\psi$. The second derivative along $x$ gives zero on the uniform part and $-G^2$ on the ripple. Since $1$ and $\cos Gx$ are linearly independent, their coefficients must balance separately:

$$c_0''=\kappa^2c_0,\qquad c_1''-G^2c_1=\kappa^2c_1 .$$

The second equation is $c_1''=(\kappa^2+G^2)c_1$. Each equation has a growing and a decaying exponential. A bound state cannot contain the growing one, so

$$c_0(z)=c_0(0)e^{-\kappa z},\qquad c_1(z)=c_1(0)e^{-\kappa_Gz},\qquad \kappa_G=\sqrt{\kappa^2+G^2}. \tag{3}$$

The physical reason for the faster decay is the energy budget. A wave with lateral wavevector $G$ carries the lateral kinetic energy $\hbar^2G^2/2m$. The total energy is still $E$, so less is left for the motion along $z$, and this component meets an effective barrier of height $|E|+\hbar^2G^2/2m$.

The density follows by squaring (2):

$$|\psi|^2=c_0^2+4c_0c_1\cos Gx+4c_1^2\cos^2Gx .$$

With $\cos^2Gx=(1+\cos2Gx)/2$ this becomes

$$|\psi|^2=(c_0^2+2c_1^2)+4c_0c_1\cos Gx+2c_1^2\cos2Gx .$$

Let $n_0$ be the lateral mean and $n_G$ the coefficient of $e^{iGx}$. Since $\cos Gx$ contains $e^{iGx}$ with weight $1/2$, $n_G=2c_0c_1$, and

$$\frac{n_G}{n_0}=\frac{2c_0c_1}{c_0^2+2c_1^2}=\frac{2\rho}{1+2\rho^2},\qquad \rho(z)=\frac{c_1(z)}{c_0(z)}=\rho(0)\,e^{-(\kappa_G-\kappa)z}. \tag{4}$$

Once $\rho$ is small, the relative first harmonic is $2\rho$ and decays as $e^{-(\kappa_G-\kappa)z}$. The modulation arises from interference between the uniform wave and the ripple wave. One factor decays with $\kappa$ and the other with $\kappa_G$; dividing by the mean removes $2\kappa$, which leaves $\kappa+\kappa_G-2\kappa=\kappa_G-\kappa$.

### Two limits of the rate

Because $\kappa_G^2-\kappa^2=G^2$, the rate can also be written

$$\kappa_G-\kappa=\frac{G^2}{\kappa_G+\kappa}. \tag{5}$$

For a long period, $G\ll\kappa$, the denominator tends to $2\kappa$ and the rate to $G^2/2\kappa$. It goes to zero with $G$, as it must: a surface that varies very slowly looks locally uniform, and its relative pattern is carried upward almost unchanged.

For a short period, $G\gg\kappa$, expanding the root gives $\kappa_G\simeq G+\kappa^2/2G$, so the rate tends to $G-\kappa$. For every positive $\kappa$ and $G$ it stays below $G$, because $(\kappa+G)^2=\kappa^2+G^2+2\kappa G>\kappa_G^2$. This inequality will be needed when the vacuum potential itself is rippled.

### A full surface lattice

Now let the surface have a two-dimensional lattice. By Bloch's theorem, a state with $\mathbf k=0$ has the periodicity of the lattice, so it is a Fourier series over all reciprocal vectors:

$$\psi(\mathbf r,z)=\sum_{\mathbf G'}c_{\mathbf G'}(z)e^{i\mathbf G'\cdot\mathbf r}. \tag{6}$$

The plane waves are linearly independent and the vacuum potential does not mix them. The argument that led to (3) therefore holds for each one, with decay constant $\kappa_{\mathbf G'}=\sqrt{\kappa^2+|\mathbf G'|^2}$.

For the density, multiply (6) by its complex conjugate. The product of the conjugate of wave $\mathbf G'$ and wave $\mathbf G''$ contributes to $e^{i\mathbf G\cdot\mathbf r}$ when $\mathbf G''-\mathbf G'=\mathbf G$. Hence

$$n_{\mathbf G}=\sum_{\mathbf G'}c^*_{\mathbf G'}c_{\mathbf G'+\mathbf G},\qquad n_0=\sum_{\mathbf G'}|c_{\mathbf G'}|^2 . \tag{7}$$

Let $\mathbf G$ be a shortest nonzero reciprocal vector, of length $G$; this is what "first harmonic" means here. Two terms of $n_{\mathbf G}$ contain the uniform wave, namely $\mathbf G'=0$ and $\mathbf G'=-\mathbf G$. Both decay with $\kappa+\kappa_G$. In every other term both $\mathbf G'$ and $\mathbf G'+\mathbf G$ are nonzero, so both are at least as long as $G$, and the term decays at least as fast as $e^{-2\kappa_Gz}$.

There are infinitely many such terms, so their sum needs a bound. Choose a height $z_1>0$. For $z\ge z_1$ the sum is at most

$$e^{-2\kappa_G(z-z_1)}\sum_{\mathbf G'}|c_{\mathbf G'}(z_1)|\,|c_{\mathbf G'+\mathbf G}(z_1)|\le e^{-2\kappa_G(z-z_1)}\,n_0(z_1).$$

The last step is the Cauchy–Schwarz inequality, applied to two lists that contain the same numbers in a shifted order. The remainder thus falls as $e^{-2\kappa_Gz}$, faster than $e^{-(\kappa+\kappa_G)z}$. In the same way $n_0$ tends to $|c_0|^2$, with a relative correction of order $e^{-2(\kappa_G-\kappa)z}$.

### Can the two leading terms cancel?

The leading part of $n_{\mathbf G}$ is $c_0^*c_{\mathbf G}+c_{-\mathbf G}^*c_0$. For arbitrary complex numbers it can vanish: with $c_0=1$ and $c_{\mathbf G}=c_{-\mathbf G}=ib$, where $b$ is real, it equals $ib-ib=0$.

The conditions assumed here exclude this. Without a magnetic field or spin–orbit coupling the Hamiltonian is real, so $\psi^*$ has the same energy as $\psi$. It also has $\mathbf k=0$. If the level is nondegenerate, $\psi^*$ equals $\psi$ up to a constant phase, and $\psi$ can be made real. Comparing (6) with its conjugate then gives $c_{-\mathbf G}=c_{\mathbf G}^*$ and a real $c_0$. The two terms are equal, and

$$\frac{n_{\mathbf G}}{n_0}\longrightarrow 2\,\frac{c_{\mathbf G}(0)}{c_0(0)}\,\exp\!\left[-\left(\sqrt{\kappa^2+G^2}-\kappa\right)z\right]. \tag{8}$$

This is the result sought. It requires $c_0\ne0$ and $c_{\mathbf G}\ne0$, and it holds to leading order at large height. The individual wave components are pure exponentials throughout the flat region; the density ratio becomes one when the remaining terms have died out.

The restriction to the first harmonic matters. On the line lattice, (7) gives $n_{2G}\simeq c_1^2+2c_0c_2$ for an even state; the omitted products, such as $2c_1c_3$, decay faster than $c_1^2$. Relative to $c_0^2$, the first term decays with $2(\kappa_G-\kappa)$ and the second with $\kappa_{2G}-\kappa$. To compare them, regard $f(q)=\sqrt{\kappa^2+q^2}$ as a function of $q$. Its derivatives are $f'=q/f$ and

$$f''=\frac1f-\frac{q^2}{f^3}=\frac{\kappa^2}{f^3}>0 . \tag{9}$$

The function is convex, so its value at the midpoint $G$ lies below the mean of its values at $0$ and $2G$. This gives $2\kappa_G<\kappa+\kappa_{2G}$, and the first term wins. At large height the second harmonic therefore fades as the square of the first, and replacing $G$ by $2G$ in (8) would give the wrong rate.

### From density to apparent height

A microscope that keeps the current constant follows a surface of constant density. Take a hexagonal lattice with sixfold symmetry about an atom at $\mathbf r=0$. The six shortest reciprocal vectors then have equal real harmonics, $\eta=n_{\mathbf G}/n_0$. With two of them, $\mathbf b_1$ and $\mathbf b_2$, at $60^\circ$ to each other, the six are $\pm\mathbf b_1$, $\pm\mathbf b_2$ and $\pm(\mathbf b_1-\mathbf b_2)$. Writing $\theta_i=\mathbf b_i\cdot\mathbf r$, their waves add up to

$$S=2\cos\theta_1+2\cos\theta_2+2\cos(\theta_1-\theta_2)=\left|1+e^{i\theta_1}+e^{i\theta_2}\right|^2-3. \tag{10}$$

The squared modulus reaches 9 when the three phases agree and 0 when they are $120^\circ$ apart. So $S=6$ above the atom and $S=-3$ in the hollow.

The density is $n_0(z)(1+\eta S)$ with $n_0\propto e^{-2\kappa z}$. Along the contour its logarithm is constant. For $|\eta S|\ll1$ a height change $\delta z$ must satisfy $-2\kappa\,\delta z+\eta S=0$; the change of $\eta$ over $\delta z$ is of second order. The difference between top and hollow is therefore

$$\Delta z=\frac{9\eta}{2\kappa}. \tag{11}$$

It decays at the same rate as $\eta$.

### A surface with numbers

Take rough values in the regime of the Shockley state of Cu(111): work function 4.9 eV, state 0.4 eV below the Fermi level, lattice constant 0.26 nm. Then $E=-5.3$ eV. With $\hbar^2/2m=0.0381$ eV nm²,

$$\kappa=\sqrt{5.3/0.0381}=11.79\ \text{nm}^{-1}.$$

Atomic rows of a hexagonal lattice are $\sqrt3a/2$ apart, so the shortest reciprocal vector is

$$G=\frac{4\pi}{\sqrt3\,a}=\frac{4\pi}{\sqrt3\times0.26}=27.90\ \text{nm}^{-1}.$$

It follows that $\kappa_G=\sqrt{11.79^2+27.90^2}=30.29$ nm⁻¹ and $\kappa_G-\kappa=18.50$ nm⁻¹. The relative corrugation falls by a factor $e$ in 0.054 nm and by ten in 0.124 nm. The lateral kinetic energy is $0.0381\times27.90^2\simeq30$ eV, so the ripple meets an effective barrier near 35 eV instead of 5.3 eV.

The exponent needs no knowledge of the metal beyond $E$ and $a$, but the prefactor does. As a model, take a corrugated layer 0.25 nm thick, with a hard wall behind it and vacuum in front. Its potential is a constant well plus $(-1\ \text{eV})\,S(\mathbf r)$, attractive on the atoms. The well depth was adjusted to 8.75 eV to place the state at $-5.3$ eV. The Schrödinger equation was solved numerically, with 19 plane waves along the surface and finite differences of step $h=0.0025$ nm in $z$. At the layer edge, $z=0$, the solution has $c_{\mathbf G}/c_0=0.0240$.

The density of this solution was built in real space and Fourier-analysed. The last column is formula (8).

| $z$ (nm) | $n_{\mathbf G}/n_0$, numerical | $n_{\mathbf G}/n_0$, formula |
|---|---|---|
| 0 | $4.90\times10^{-2}$ | $4.79\times10^{-2}$ |
| 0.1 | $7.57\times10^{-3}$ | $7.54\times10^{-3}$ |
| 0.3 | $1.867\times10^{-4}$ | $1.863\times10^{-4}$ |
| 0.5 | $4.62\times10^{-6}$ | $4.61\times10^{-6}$ |

The 2% difference at the edge comes from the terms dropped in (8). With $\rho=c_{\mathbf G}/c_0$, two pairs of first-star waves differ by $\mathbf G$ and add $2\rho^2$ to the numerator, while six waves add $6\rho^2$ to the denominator. This gives $2\rho(1+\rho)/(1+6\rho^2)=4.89\times10^{-2}$, which accounts for nearly all of it.

The small excess at 0.5 nm has another origin. On the grid, a decay constant $\kappa_h$ obeys $2(\cosh\kappa_hh-1)/h^2=\kappa_G^2$, whose expansion gives $\kappa_h\simeq\kappa_G-\kappa_G^3h^2/24$. The shift is 0.0072 nm⁻¹. The same expansion shifts $\kappa$ by 0.0004 nm⁻¹, so the rate is lowered by 0.0068 nm⁻¹, which raises the harmonic by about 0.3% after 0.5 nm.

At 0.3 nm, (11) gives $\Delta z=9\times1.863\times10^{-4}/(2\times11.79)=7.1\times10^{-5}$ nm, or 0.071 pm. The constant-density contour of the numerical solution also gives 0.071 pm. At 0.5 nm both give 0.0018 pm.

## 2. Where the law ends, and what a real tip sees

### Results carried over

The vacuum occupies $z>0$, and a state of energy $E<0$ has $\kappa=\sqrt{-2mE}/\hbar$. Its component with lateral wavevector $q$ decays with $f(q)=\sqrt{\kappa^2+q^2}$, a convex function of $q$; in particular $\kappa_G=f(G)$. For a nondegenerate zone-centre state with uniform amplitude $c_0\neq0$ and first-harmonic amplitude $c_{\mathbf G}\ne0$, the density harmonic relative to the mean is, at large height,

$$\frac{n_{\mathbf G}}{n_0}=2\frac{c_{\mathbf G}(0)}{c_0(0)}e^{-(\kappa_G-\kappa)z},$$

where $\mathbf G$ is a shortest reciprocal vector. On a hexagonal surface with sixfold symmetry about an atom, and for a weak pattern, the constant-density contour has the height difference $\Delta z=9(n_{\mathbf G}/n_0)/2\kappa$ between top and hollow.

The example has $E=-5.3$ eV, $\kappa=11.79$, $G=27.90$ and $\kappa_G=30.29$, all three in nm⁻¹. Its harmonic is $4.6\times10^{-6}$ at $z=0.5$ nm.

For a nondegenerate zone-centre state that contains both the uniform wave and the first ripple, the relative first harmonic of the density fades at large height as $e^{-(\kappa_G-\kappa)z}$ in a flat vacuum potential. What remains is to see how this changes for other states and a rippled vacuum potential, what a real tip measures, and how large the neglected effects are.

All numerical values are calculated from the stated model.
